\section*{Streaming potential of a rectangular wafer cell with surface conductance}

\section{Form of the answer}

Two oxide-covered wafers face each other across a gap $h$. A spacer closes the sides, leaving a straight channel of width $w$ and length $L$, with cross-section $A=wh$ and perimeter $P=2(w+h)$. A pressure difference drives a dilute electrolyte through it. The liquid carries the mobile charge of the double layers downstream, and a voltage builds up until conduction returns that charge. Both differences are taken in the same sense,
\begin{equation}
\Delta p=p_{\rm out}-p_{\rm in},\qquad \Delta V=V_{\rm out}-V_{\rm in},
\label{conv}
\end{equation}
and the quantity sought is $C=\Delta V/\Delta p$ at zero net current.

Suppose first that the double layers are so thin that no length enters $C$, and that the only relevant quantities are the permittivity $\varepsilon$, the wall (zeta) potential $\zeta$, the viscosity $\eta$ and the bulk conductivity $\sigma$. Try $C\propto\varepsilon^a\zeta^b\eta^c\sigma^d$. With $1\,{\rm Pa}=1\,{\rm V\,A\,s\,m^{-3}}$, the units of $C$ are ${\rm m^3\,A^{-1}\,s^{-1}}$. Equating the powers of V, A, s and m gives
\begin{align}
-a+b+c-d&=0, & a+c+d&=-1,\nonumber\\
a+2c&=-1, & -a-3c-d&=3 .
\end{align}
Adding the second and fourth equations gives $c=-1$; the others then give $a=1$, $d=-1$, $b=1$. Hence $C\propto\varepsilon\zeta/(\eta\sigma)$. The odd power of $\zeta$ agrees with a symmetry: interchanging positive and negative charge, together with the ionic diffusivities, reverses $\zeta$ and $\Delta V$ but not $\Delta p$, so $C$ must change sign with $\zeta$. The sign of the prefactor is still open.

Walls of finite influence bring in the geometric ratio $P/A$, which must be multiplied by a length. Two such lengths will appear. One, $K_s/\sigma$, comes from extra conduction near the wall, $K_s$ being the surface conductance. The other, $\delta$, comes from the thickness of the charged layer. Dimensional analysis gives neither these lengths nor the prefactor.

\section{Streaming current}

Let $x$ run downstream, $y\in[0,h]$ across the gap and $z\in[-w/2,w/2]$ across the width. The flow is steady, laminar and fully developed, and $\varepsilon$ and $\eta$ are constant. The reservoirs have equal salt concentration, so the ion profiles do not vary with $x$. Far from the ends the potential is $\psi(y,z)-Ex$, with $E=-\Delta V/L$ uniform. The axial part has zero Laplacian, so the charge density $\rho$ obeys
\begin{equation}
\varepsilon\nabla^2\psi=-\rho ,\qquad \psi=\zeta\ \hbox{on the walls},
\label{poisson}
\end{equation}
where $\nabla$ acts in the cross-section. The pressure-driven velocity $u$ obeys
\begin{equation}
\eta\nabla^2u=-G,\qquad G=-\Delta p/L,\qquad u=0\ \hbox{on the walls}.
\label{stokes}
\end{equation}
Inertia is absent because the velocity of a fully developed flow does not change along a streamline.

The streaming current is $I_s=\int\rho u\,dA=-\varepsilon\int u\nabla^2\psi\,dA$. Green's identity, with outward normal $n$, moves the Laplacian onto $u$:
\begin{equation}
\int(u\nabla^2\psi-\psi\nabla^2u)\,dA
=\oint(u\,\partial_n\psi-\psi\,\partial_nu)\,dl .
\label{green}
\end{equation}
The first boundary term vanishes because $u=0$ there. For uniform $\zeta$, the divergence theorem and Eq.~(\ref{stokes}) turn the second into
\begin{equation}
-\zeta\oint\partial_nu\,dl=-\zeta\int\nabla^2u\,dA=\frac{\zeta GA}{\eta}.
\end{equation}
Also $\int\psi\nabla^2u\,dA=-GA\langle\psi\rangle/\eta$, where $\langle\psi\rangle$ is the average over the cross-section. Therefore
\begin{equation}
I_s=-\frac{\varepsilon\zeta GA}{\eta}
\left(1-\frac{\langle\psi\rangle}{\zeta}\right).
\label{is}
\end{equation}
Within the continuum model this holds for any shape of cross-section and any layer thickness; it does not even use the Boltzmann distribution. The minus sign says that a negative wall has positive mobile charge, which moves downstream. The bracket is below one when $\langle\psi\rangle$ has the sign of $\zeta$: for separate layers, the thin-layer estimate lets the velocity grow linearly from the wall, whereas the true velocity rises less steeply farther out, so the outer charge moves more slowly than estimated.

\subsection{Wafer and spacer with different potentials}

If the walls differ, the boundary term in Eq.~(\ref{green}) is a sum over walls. Define the drag share of wall $i$ by $f_i=-(\eta/GA)\int_i\partial_nu\,dl$; by the divergence theorem $\sum_if_i=1$. The same steps give
\begin{equation}
I_s=-\frac{\varepsilon GA}{\eta}\left(\sum_i f_i\zeta_i-\langle\psi\rangle\right).
\label{unequal}
\end{equation}
Each wall counts by its share of the viscous drag. By symmetry two different wafers enter with equal weights.

The share $f$ of the two spacer walls follows from the duct flow. On $0<y<h$,
\begin{equation}
y(h-y)=\sum_{n\ {\rm odd}}\frac{8h^2}{\pi^3n^3}\sin\frac{n\pi y}{h}.
\end{equation}
The parabola $Gy(h-y)/2\eta$ satisfies Eq.~(\ref{stokes}) except at the sides. Subtracting from each term a harmonic function that cancels it at $z=\pm w/2$ gives
\begin{equation}
u=\frac{4Gh^2}{\eta\pi^3}\sum_{n\ {\rm odd}}\frac{1}{n^3}\sin\frac{n\pi y}{h}
\left[1-\frac{\cosh(n\pi z/h)}{\cosh(n\pi w/2h)}\right].
\end{equation}
Differentiation at $z=w/2$ brings down $n\pi/h$ and a hyperbolic tangent, and $\int_0^h\sin(n\pi y/h)\,dy=2h/n\pi$ for odd $n$. The drag on both sides, divided by the total $Gwh$, is
\begin{equation}
f=\frac{16h}{\pi^3w}\sum_{n\ {\rm odd}}\frac{\tanh(n\pi w/2h)}{n^3}.
\label{share}
\end{equation}
For $w\gg h$ each tangent tends to one and $f\simeq0.54\,h/w$, about half the perimeter share $h/(w+h)$: the shear stress on a side wall is greatest at mid-height, where it is only $0.37\,Gh$, and falls to zero in the corners, whereas over most of a wafer it is $Gh/2$. A numerical solution for a duct with $w/h=2$ and unequal wall potentials gives $f=0.270$, in agreement with Eq.~(\ref{share}). From here on $\zeta$ is uniform.

\section{Thickness of the charged layer}

The ions are now taken to be monovalent, with Boltzmann densities $n_\pm=n e^{\mp\phi}$, where $\phi=e\psi/kT$ and $n$ is the bulk number density of each ion. The ions of water itself are neglected. Then $\rho=-2en\sinh\phi$. Let $Y=y/\lambda$ be the distance from a flat wall in Debye lengths, with
\begin{equation}
\lambda^2=\frac{\varepsilon kT}{2e^2n}.
\label{debye}
\end{equation}
Equation~(\ref{poisson}) becomes $\phi''=\sinh\phi$. Multiplying by $\phi'$ and integrating from the bulk, where $\phi=\phi'=0$, gives
\begin{equation}
\tfrac12\phi'^2=\cosh\phi-1=2\sinh^2(\phi/2),\qquad
\phi'=-2\sinh(\phi/2).
\label{gc}
\end{equation}
The sign makes $|\phi|$ decay for either sign of the wall potential $\phi_0=e\zeta/kT$.

Define $\delta=\zeta^{-1}\int_0^\infty\psi\,dy$. Changing the variable from $Y$ to $\phi$ by Eq.~(\ref{gc}),
\begin{equation}
\delta=\frac{\lambda}{\phi_0}\int_0^\infty\phi\,dY
=\frac{\lambda}{\phi_0}\int_0^{\phi_0}\frac{\phi\,d\phi}{2\sinh(\phi/2)} .
\label{delta}
\end{equation}
Since $|2\sinh(\phi/2)|\ge|\phi|$, the integrand is at most one, so $0<\delta\le\lambda$, and $\delta\to\lambda$ as $\zeta\to0$. For large $|\phi_0|$ the integral tends to $\pi^2/2$ in magnitude, so $\delta\to\pi^2\lambda/(2|\phi_0|)$.

If the layers do not overlap, each element $dl$ of wall contributes $\zeta\delta\,dl$ to $\int\psi\,dA$. Hence
\begin{equation}
\langle\psi\rangle/\zeta\simeq\delta P/A,
\label{mean}
\end{equation}
with corner errors of order $\lambda^2/A$.

\section{Surface conductance}

The field $E$ drives a current in two ways: ions migrate through the liquid, and the liquid itself is set in motion.

\subsection{Migration}

By the Einstein relation, ions with diffusivities $D_\pm$ give the local conductivity $(e^2/kT)(D_+n_++D_-n_-)$, whose bulk value is
\begin{equation}
\sigma=\frac{e^2n}{kT}(D_++D_-).
\label{sigma}
\end{equation}
The excess of positive ions per unit wall area is $n$ times
\begin{align}
\int_0^\infty(e^{-\phi}-1)\,dy
&=\lambda\int_0^{\phi_0}\frac{e^{-\phi}-1}{2\sinh(\phi/2)}\,d\phi\nonumber\\
&=-\lambda\int_0^{\phi_0}e^{-\phi/2}\,d\phi
=2\lambda(e^{-\phi_0/2}-1),
\label{excess}
\end{align}
where $e^{-\phi}-1=-2e^{-\phi/2}\sinh(\phi/2)$ was used. For negative ions reverse the sign of $\phi_0$.

\subsection{Electro-osmosis}

The field exerts the force density $\rho E$. The resulting velocity $u_e$ satisfies $\eta\nabla^2u_e=-\rho E=\varepsilon E\nabla^2\psi$ and vanishes on the walls, so
\begin{equation}
u_e=\frac{\varepsilon E}{\eta}(\psi-\zeta).
\end{equation}
It carries, per unit length of perimeter, the current
\begin{equation}
\int_0^\infty\rho u_e\,dy
=-\frac{\varepsilon^2E}{\eta}\int_0^\infty\psi''(\psi-\zeta)\,dy
=\frac{\varepsilon^2E}{\eta}\int_0^\infty\psi'^2\,dy .
\end{equation}
The boundary term $\psi'(\psi-\zeta)$ vanished at the wall because $\psi=\zeta$, and in the bulk because $\psi'=0$. Equation~(\ref{gc}) gives
\begin{equation}
\int_0^\infty\psi'^2dy
=\frac{(kT/e)^2}{\lambda}\int_0^{\phi_0}2\sinh\frac{\phi}{2}\,d\phi
=\frac{4(kT/e)^2}{\lambda}\left(\cosh\frac{\phi_0}{2}-1\right).
\label{fieldint}
\end{equation}
To combine this with migration, define a quantity with the units of a diffusivity,
\begin{equation}
D_e=\frac{2\varepsilon}{\eta}\left(\frac{kT}{e}\right)^2 .
\end{equation}
Replacing one factor $\varepsilon$ by $2e^2n\lambda^2/kT$ from Eq.~(\ref{debye}), the electro-osmotic conductance is
\begin{equation}
\frac{4\varepsilon^2(kT/e)^2}{\eta\lambda}\left(\cosh\frac{\phi_0}{2}-1\right)
=\frac{2e^2n\lambda}{kT}D_e\left(e^{\phi_0/2}+e^{-\phi_0/2}-2\right).
\end{equation}
Adding the migration part from Eq.~(\ref{excess}) gives
\begin{align}
K_s=\frac{2e^2n\lambda}{kT}\Big[&(D_++D_e)(e^{-\phi_0/2}-1)\nonumber\\
&+(D_-+D_e)(e^{\phi_0/2}-1)\Big].
\label{ks}
\end{align}
This is the diffuse-layer part. Ions that move in a stagnant layer next to the wall would add to it.

The total conduction current is
\begin{equation}
I_c=E(\sigma A+K_sP)=-\frac{\Delta V}{L}(\sigma A+K_sP),
\label{ic}
\end{equation}
apart from corners. In numerical ducts with $\phi_0=-2$, a corner costs between $0.8\lambda$ and $0.9\lambda$ of conducting wall. For a perimeter of millimetres and a Debye length near $0.1\,\mu{\rm m}$ such a loss is negligible.

\section{Streaming-potential equation}

With $G=-\Delta p/L$, Eq.~(\ref{is}) reads $I_s=(\varepsilon\zeta A/\eta L)(1-\langle\psi\rangle/\zeta)\Delta p$. Setting $I_s+I_c=0$, cancelling $1/L$ and dividing by $A$,
\begin{equation}
C=\frac{\varepsilon\zeta}{\eta}\,
\frac{1-\delta P/A}{\sigma+K_sP/A},\qquad
\frac PA=\frac2h\left(1+\frac hw\right),
\label{main}
\end{equation}
where Eq.~(\ref{mean}) was used. The walls must be impermeable and the wafer must carry no current; nor may the voltage along the channel alter $\zeta$ through a conducting substrate.

For $P/A\to0$ this becomes the Helmholtz--Smoluchowski equation,
\begin{equation}
C_0=\frac{\varepsilon\zeta}{\eta\sigma},
\label{hs}
\end{equation}
whose form the dimensional argument gave. Keeping $K_s$ but dropping $\delta$ gives a correction for surface conductance alone, $C_0/(1+K_sP/\sigma A)$. That is not a complete first-order correction, because $K_s/\sigma$ and $\delta$ are both proportional to $\lambda$ at fixed $\zeta$. Expanding Eq.~(\ref{ks}) to second order in $\phi_0$ and dividing by Eq.~(\ref{sigma}),
\begin{equation}
\frac{K_s}{\sigma}\simeq\lambda\left[-\frac{D_+-D_-}{D_++D_-}\phi_0
+\left(1+\frac{2D_e}{D_++D_-}\right)\frac{\phi_0^2}{4}\right].
\label{low}
\end{equation}
This vanishes with $\phi_0$, whereas $\delta$ tends to $\lambda$. At low potential the layer thickness is therefore the larger correction. The linear term can even make $K_s$ negative, for instance at a weakly positive wall when $D_+>D_-$: the layer has then lost more conduction by fast positive ions than it has gained from slow negative ones.

At high potential the exponential in Eq.~(\ref{ks}) takes over. If $K_sP\gg\sigma A$ while the layers still do not overlap,
\begin{equation}
C\simeq\frac{\varepsilon\zeta}{\eta}\frac{A}{K_sP}
\simeq\frac{\varepsilon\zeta h}{2\eta K_s}\qquad(w\gg h),
\end{equation}
and $C$ falls in proportion to the gap. This limit needs $K_s/\sigma\gg h/2\gg\lambda$, which the diffuse layer alone meets only at very large $|\zeta|$. In the electrolyte of the next section, with gaps of $1$ and $2\,\mu$m, the true $C$ is about $0.7$ of this limit at $\zeta=-150$ mV and about $0.9$ of it at $-250$ mV, so Eq.~(\ref{main}) should be used in full. When the layers do overlap, Eqs.~(\ref{mean}) and (\ref{ic}) fail, although Eq.~(\ref{is}) remains valid.

\section{A dilute electrolyte between wafers}

Take round model parameters: $298.15$ K, relative permittivity $78.5$, $\eta=0.89$ mPa\,s, $D_+=2.0$ and $D_-=1.5$ in units of $10^{-9}\,{\rm m^2/s}$, a salt concentration of $10^{-5}$ mol/L and $\zeta=-80$ mV. The channel has $w=5$ mm and $L=20$ mm, and $\Delta p=-1$ kPa, so the liquid flows towards the outlet. Then $\phi_0=-3.114$, $\lambda=96.2$ nm, $\delta=85.1$ nm, $\sigma=0.1314$ mS/m and $D_e=1.031$ in the same units as $D_\pm$. These values describe the salt alone. At the same $\zeta$ and a gap of $5\,\mu$m, the ions of pure water would lower the magnitude of $C$ by about $4\%$. In water equilibrated with air, dissolved carbon dioxide supplies about $2.5\times10^{-6}$ mol/L of hydrogen ions, and the reduction would be about $40\%$, chiefly because $\sigma$ rises. The calculated $\sigma$, $K_s$ and $C$ therefore do not apply to such water.

Dividing Eq.~(\ref{ks}) by Eq.~(\ref{sigma}) and inserting these values,
\begin{align}
\frac{K_s}{\sigma}&=2(96.2\,{\rm nm})
\frac{3.031(e^{1.557}-1)+2.531(e^{-1.557}-1)}{3.5}\nonumber\\
&\simeq514\,{\rm nm},
\end{align}
or $K_s=67.6$ pS. This length is more than five Debye lengths. Positive ions crowd at the negative wall, and both their migration and the electro-osmotic flow add to the current; the terms in $D_e$ supply about a third of $K_s$.

For $h=5\,\mu$m, $P/A=(2/5)(1+0.001)=0.4004\,\mu{\rm m}^{-1}$. The two corrections are $0.4004\times0.514=0.206$ and $0.4004\times0.0851=0.034$. Equation~(\ref{hs}) gives $C_0=-0.4753$ mV/Pa, and Eq.~(\ref{main}) gives
\begin{equation}
C=-0.4753\,\frac{1-0.0341}{1+0.2058}\ {\rm mV/Pa}=-0.381\ {\rm mV/Pa}.
\end{equation}
The outlet is $381$ mV positive, as it should be when positive charge is carried downstream. With surface conductance alone the coefficient would be $-0.394$ mV/Pa, too large in magnitude by $3.5\%$ of the full result.

The other gaps follow in the same way. The last column is the zeta potential inferred from the numerical slit coefficient by Eq.~(\ref{hs}), with both corrections ignored.

\begin{center}
\begin{tabular}{ccccc}
$h$ & $K_sP/\sigma A$ & $\delta P/A$ & $C$ & apparent $\zeta$\\
($\mu$m) & & & (mV/Pa) & (mV)\\
5 & 0.206 & 0.034 & $-0.381$ & $-64.1$\\
10 & 0.103 & 0.017 & $-0.424$ & $-71.3$\\
20 & 0.052 & 0.009 & $-0.448$ & $-75.4$\\
40 & 0.026 & 0.004 & $-0.461$ & $-77.7$
\end{tabular}
\end{center}

At $5\,\mu$m the apparent potential is $20\%$ smaller in magnitude than the true one. An apparent $\zeta$ that varies with the gap in this way is thus not by itself evidence that the surface has changed.

The numerical slit coefficients come from the nonlinear Poisson--Boltzmann equation between two plates, with the currents integrated from their definitions. They differ from Eq.~(\ref{main}) by about $2\times10^{-4}$ of its value. The slit has no side walls, and removing the factor $1+h/w$ accounts for this difference: at $5\,\mu$m it lowers the relative correction by about $0.001\,(0.206/1.206+0.034/0.966)\simeq2\times10^{-4}$. The agreement tests the algebra and the thin-layer approximation within this model, not the model itself.

The spacer's drag share is at most $0.43\%$, at the widest gap. Even a spacer with $\zeta=0$ would reduce the leading term of Eq.~(\ref{unequal}) by no more than that fraction. The Reynolds number, based on the mean speed and twice the gap, stays below $0.7$, consistent with laminar flow.

At $\zeta=-25$ mV in the same electrolyte, $K_s/\sigma=51$ nm but $\delta=95$ nm. The order of the two corrections is reversed, as Eq.~(\ref{low}) led one to expect.

\section{Finding zeta from measurements}

Equation~(\ref{main}) can be used without a separate value of $K_s$. By Eq.~(\ref{ic}), the resistance of the liquid-filled channel at $\Delta p=0$ is $R=L/(\sigma A+K_sP)$. Hence
\begin{equation}
\zeta=\frac{\eta L}{\varepsilon AR}\,
\frac{C}{1-\delta P/A}.
\label{resistance}
\end{equation}
The measured $R$ contains all conduction through the channel, including any in a stagnant layer. The thickness factor remains; since $\delta$ depends on $\zeta$, one starts with $\delta=\lambda$ and iterates.

The resistance also sets a demand on the voltmeter. If the meter has resistance $R_m$, the streaming current returns through both paths, $|I_s|=|\Delta V|(1/R+1/R_m)$, so the reading is reduced by the factor $1/(1+R/R_m)$. At $h=5\,\mu$m, $R=5.0\,{\rm G}\Omega$; a loss below $1\%$ requires $R_m$ of about $500\,{\rm G}\Omega$ or more. Reversible electrodes are assumed, and the slope of $\Delta V$ against $\Delta p$ removes a constant electrode offset.

A second method varies the gap while $\zeta$ and the electrolyte stay the same, with $\sigma$ measured separately. For a wide channel $P/A\simeq2/h$, and expansion of the reciprocal of Eq.~(\ref{main}) gives, with $s=K_s/\sigma+\delta$,
\begin{equation}
\frac1C=\frac{\eta\sigma}{\varepsilon\zeta}
\left[1+\frac{2s}{h}+\frac{4\delta s}{h^2}+\cdots\right].
\label{gap}
\end{equation}
A plot against $1/h$ has an intercept that yields $\zeta$. Its slope divided by twice the intercept yields $s$, the sum of both lengths, and not $K_s/\sigma$ alone.

A straight line through the numerical slit coefficients at $20$ and $40\,\mu$m gives $\zeta=-80.02$ mV and a length of $607$ nm, while $s=599$ nm. The quadratic term in Eq.~(\ref{gap}) explains the excess. Between gaps $h_1$ and $h_2$ it raises the slope by the relative amount
\begin{equation}
2\delta\left(\frac1{h_1}+\frac1{h_2}\right)
=2(0.0851)\left(\frac1{20}+\frac1{40}\right)\simeq0.013,
\end{equation}
with lengths in micrometres, or about $8$ nm. Reading the fitted length as $K_s/\sigma$ would instead overestimate the surface conductance by $18\%$ of its true value. If a stagnant layer also conducts, its contribution enters $s$ through $K_s$, and subtracting $\delta$ and multiplying by $\sigma$ then gives the total surface conductance.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 298.15 K; relative permittivity 78.5
viscosity 0.89 mPa s; density 1000 kg/m^3
D+ 2.00, D- 1.50, D_eo 1.031 1e-9 m^2/s
salt concentration 1.0e-05 mol/L
zeta -80.0 mV; reduced zeta -3.1137
channel width 5.0 mm; length 20.0 mm
pressure difference out-in -1.00 kPa
Debye length 96.20 nm; delta 85.11 nm
bulk conductivity 0.13144 mS/m
surface conductance Ks 67.560 pS
Ks/sigma 514.0 nm
uncorrected dV/dp -0.47533 mV/Pa
gap 5 um: Ks*P/(A*sigma) 0.20581; delta*P/A 0.03408
  dV/dp, Ks only -0.39420; both -0.38077; numerical slit -0.38085 mV/Pa
  voltage out-in 380.77 mV; apparent zeta -64.10 mV
  resistance 5.048 Gohm; wide-channel Reynolds number 1.32e-03
  spacer weight f 5.428e-04; perimeter share 9.990e-04
gap 10 um: Ks*P/(A*sigma) 0.10301; delta*P/A 0.01706
  dV/dp, Ks only -0.43094; both -0.42359; numerical slit -0.42369 mV/Pa
  voltage out-in 423.59 mV; apparent zeta -71.31 mV
  resistance 2.759 Gohm; wide-channel Reynolds number 1.05e-02
  spacer weight f 1.086e-03; perimeter share 1.996e-03
gap 20 um: Ks*P/(A*sigma) 0.05161; delta*P/A 0.00854
  dV/dp, Ks only -0.45201; both -0.44814; numerical slit -0.44825 mV/Pa
  voltage out-in 448.14 mV; apparent zeta -75.44 mV
  resistance 1.447 Gohm; wide-channel Reynolds number 8.42e-02
  spacer weight f 2.171e-03; perimeter share 3.984e-03
gap 40 um: Ks*P/(A*sigma) 0.02591; delta*P/A 0.00429
  dV/dp, Ks only -0.46333; both -0.46134; numerical slit -0.46145 mV/Pa
  voltage out-in 461.34 mV; apparent zeta -77.66 mV
  resistance 0.742 Gohm; wide-channel Reynolds number 6.73e-01
  spacer weight f 4.342e-03; perimeter share 7.937e-03
gap-variation zeta -80.021 mV
gap-variation length 607.0 nm; Ks/sigma+delta 599.1 nm
at zeta -25 mV: Ks/sigma 50.81 nm; delta 94.95 nm
duct tests: reduced wall potential -2.0
perimeter law, numerical/formula: Ks 1.0012; delta 1.0015
conducting wall lost per corner 0.827 Debye lengths
duct w/h=2 spacer weight: numerical 0.2704; formula 0.2704
\end{verbatim}
